\section*{Zero elastic interaction between isotropic dilatation centres in an infinite solid}

\section{A pressurised sphere in an inverse-square field}

Let a defect at the origin produce the displacement $\mathbf u^{(1)}=A_1\mathbf r/r^3$. Model a second defect by outward forces $p$ per unit area on a sphere $S$ of radius $a$, centred at $\mathbf R$. If the forces are held fixed, their energy in the first field is minus the work they do:
\begin{equation}
E_{12}=-p\oint_S \mathbf u^{(1)}\cdot\mathbf n\,dS .
\label{sphere}
\end{equation}
The integral is the flux of an inverse-square field. For $R>a$ the source lies outside $S$, the flux is zero, and so is $E_{12}$. For $A_1>0$, the displacement opposes the outward forces on the near side of the sphere and follows them on the far side; for $A_1<0$ the sides change roles. The two amounts of work cancel at any such distance, although $\mathbf u^{(1)}$ is nowhere zero.

For $R<a$ the flux is $4\pi A_1$, and $E_{12}=-4\pi A_1p$. The interaction is therefore one of contact. The rest of this appendix derives the field and the energy expression, and shows which conditions the cancellation needs.

\section{Field of one centre}

The solid is infinite, homogeneous, isotropic and linearly elastic, with Lam\'e constants $\lambda,\mu$. Define $M=\lambda+2\mu$ and $K=\lambda+2\mu/3$. Tensile strain is positive.

Place forces $\pm F$ at $\pm h$ on each Cartesian axis, pointing outwards. On one axis the force density is
\begin{equation}
F[\delta(x-h)-\delta(x+h)]\rightarrow-2hF\,\partial_x\delta(x)
\end{equation}
as $h\to0$ with $P=2hF$ fixed. The three pairs give $f_i=-P\,\partial_i\delta^3(\mathbf r)$. Equilibrium requires
\begin{equation}
\mu\nabla^2\mathbf u+(\lambda+\mu)\nabla(\nabla\cdot\mathbf u)+\mathbf f=0 .
\end{equation}
Try $\mathbf u=\nabla\phi$. Both elastic terms become gradients of $\nabla^2\phi$, so $M\nabla(\nabla^2\phi)=P\nabla\delta^3$. Integrating, with the constant set to zero by decay at infinity,
\begin{equation}
\nabla^2\phi=\frac PM\delta^3(\mathbf r),\qquad
\phi=-\frac{A}{r},\qquad A=\frac{P}{4\pi M},
\end{equation}
because $\nabla^2(1/r)=-4\pi\delta^3$. Hence
\begin{equation}
\mathbf u=A\frac{\mathbf r}{r^3},\qquad
\varepsilon_{ij}=\frac{A}{r^3}(\delta_{ij}-3n_in_j)\quad(r>0),
\label{field}
\end{equation}
with $\mathbf n=\mathbf r/r$.

No other decaying solution exists. The difference $\mathbf w$ of two solutions is force-free; the divergence of its equilibrium equation is $M\nabla^2(\nabla\cdot\mathbf w)=0$. A harmonic function that decays in all space is zero, so $\nabla\cdot\mathbf w=0$. Then $\nabla^2\mathbf w=0$, and $\mathbf w=0$ for the same reason.

The trace of the strain, core included, is
\begin{equation}
\nabla\cdot\mathbf u=\nabla^2\phi=\frac PM\delta^3(\mathbf r).
\label{trace}
\end{equation}
The long-range strain is pure shear: radial compression $-2A/r^3$ is balanced by two transverse extensions $A/r^3$ when $P>0$.

\section{Interaction energy}

With prescribed forces, equilibrium minimises $\Pi=U-W$, where $U$ is the stored energy and $W=\int\mathbf f\cdot\mathbf u\,dV$. Insert $\mathbf f=\mathbf f^{(1)}+\mathbf f^{(2)}$ and the summed displacements. The cross term of the stored energy is
\begin{align}
U_{12}&=\int\sigma^{(2)}_{ij}\varepsilon^{(1)}_{ij}\,dV
=\int\sigma^{(2)}_{ij}\partial_ju^{(1)}_i\,dV\nonumber\\
&=-\int u^{(1)}_i\partial_j\sigma^{(2)}_{ij}\,dV
=\int\mathbf f^{(2)}\cdot\mathbf u^{(1)}\,dV .
\end{align}
The surface term at infinity vanishes as $r^2\,r^{-3}\,r^{-2}$. The elastic constants are symmetric, so exchanging the labels leaves $U_{12}$ unchanged, and the cross part of $W$ is
\begin{equation}
W_{12}=\int(\mathbf f^{(1)}\cdot\mathbf u^{(2)}+\mathbf f^{(2)}\cdot\mathbf u^{(1)})\,dV=2U_{12}.
\end{equation}
Thus $E_{12}=U_{12}-W_{12}=-\int\mathbf f^{(2)}\cdot\mathbf u^{(1)}dV$, which is the rule used in \eqref{sphere}. For a point centre at $\mathbf R$,
\begin{align}
E_{12}&=P_2\int[\partial_i\delta^3(\mathbf r-\mathbf R)]u_i^{(1)}\,dV
=-P_2\nabla\cdot\mathbf u^{(1)}(\mathbf R)\nonumber\\
&=-\frac{P_1P_2}{M}\delta^3(\mathbf R).
\label{main}
\end{align}
This is zero for every $R>0$. The self-energies diverge for point centres but do not depend on $R$.

The pressurised sphere agrees with \eqref{main}. Its dipole is $P_{ij}=\oint a n_j\,p n_i\,dS=pV\delta_{ij}$ with $V=4\pi a^3/3$, so $p=P_2/V$. Since $4\pi A_1=P_1/M$, the energy for $R<a$ is $-P_1P_2/(MV)$: the delta function spread uniformly over the sphere.

\section{Cancellation of the stored energy}

Exclude a sphere of radius $a<R/2$ around each centre. Outside them both strains are traceless, so the cross energy density is
\begin{equation}
2\mu\,\varepsilon^{(1)}_{ij}\varepsilon^{(2)}_{ij}
=2\mu A_1A_2\frac{9(\mathbf n_1\cdot\mathbf n_2)^2-3}{r_1^3r_2^3},
\end{equation}
where $\mathbf n_1,\mathbf n_2$ point from the two centres to the field point. For like centres it is positive where $|\mathbf n_1\cdot\mathbf n_2|>1/\sqrt3$ and negative elsewhere.

To integrate it, use $\nabla^2\phi_2=0$ to write
\begin{equation}
\partial_i\partial_j\phi_1\,\partial_i\partial_j\phi_2
=\partial_j(\partial_i\phi_1\,\partial_i\partial_j\phi_2).
\end{equation}
Gauss's theorem leaves the two spheres, with a minus sign because $\mathbf n$ points into the region. On sphere 1, $\partial_i\phi_1=A_1n_i/a^2$, and its contribution is
\begin{equation}
-\frac{2\mu A_1}{a^2}\oint n_in_j\partial_i\partial_j\phi_2\,dS
=-2\mu A_1\left.\frac{d^2}{dr^2}\int\phi_2\,d\omega\right|_{r=a}=0,
\end{equation}
because the angular mean of a harmonic function does not depend on $r$. On sphere 2, $n_j\partial_i\partial_j\phi_2=\partial_r(A_2n_i/r^2)=-2A_2n_i/a^3$, which gives
\begin{equation}
\frac{4\mu A_2}{a^3}\oint n_i\partial_i\phi_1\,dS=0,
\end{equation}
a flux without an enclosed source. The zero is a balance between regions, not an absence of overlap.

\section{Strength from the relaxation volume}

Let a finite body with a traction-free surface contain one centre. Integration by parts gives
\begin{equation}
\int\sigma_{ij}\,dV=-\int x_j\partial_k\sigma_{ik}\,dV=\int x_jf_i\,dV=P\delta_{ij}.
\end{equation}
The trace of the left side is $3K\Delta V$, and that of the right side is $3P$. Hence $P=K\Delta V$, with $\Delta V$ the relaxation volume of the free body. In the infinite solid the volume pushed through an enclosing surface is $4\pi A=P/M$, smaller by the factor $K/M$. Inserting the free-body volume as $4\pi A$ would overestimate the field.

A free ball of radius $b$ with the centre in its middle shows the difference. Add a uniform expansion $B\mathbf r$. Zero radial stress requires $-4\mu A/b^3+3KB=0$, so
\begin{equation}
B=\frac{4\mu A}{3Kb^3},\qquad
4\pi(A+Bb^3)=4\pi A\frac{3K+4\mu}{3K}=\frac PK .
\end{equation}
A second centre in the ball now has energy $-3BP_2=-4\mu AP_2/(Kb^3)$, whatever its position. Each pair term vanishes as $b\to\infty$. Summed over a fixed concentration of second centres, whose number grows as $b^3$, it stays finite. The theorem for pairs therefore does not remove the mean elastic energy of a finite alloy.

\section{Numerical use with explicit forces}

In a code that represents a centre by six point forces, the energy is small but not zero. Keeping the next order in $h$, each axis carries $-P(\partial_i+\tfrac{h^2}{6}\partial_i^3)\delta^3$. Let $G_{ij}$ be the displacement along $i$ due to a unit force along $j$. The field \eqref{field} equals $-P\partial_jG_{ij}$, so $\partial_jG_{ij}=\partial_i(1/r)/(4\pi M)$. The two equal cross terms give
\begin{equation}
E_{12}\simeq P^2\,\frac{h^2}{3}\,\frac{1}{4\pi M}\sum_i\partial_i^4\frac1r
=14\frac{h^2}{R^2}\,\frac{P^2}{4\pi MR^3}
\end{equation}
for identical clusters separated along a cube axis, where the fourth derivatives are $24/R^5$, $9/R^5$ and $9/R^5$. This residue measures the finite arm, and halving $h$ should divide it by four.

For a general second dipole, replace \eqref{main} by $E_{12}=-P^{(2)}_{ij}\varepsilon^{(1)}_{ij}(\mathbf R)$. A uniaxial dipole $3P$ along $\mathbf R$ has the same trace as $P\delta_{ij}$, but its energy is $-3P(-2A/R^3)=6PA/R^3$. Isotropy of one dipole does not suffice: for the energy to vanish in every direction of $\mathbf R$, the second must also be isotropic. A uniaxial second dipole gives zero only where the squared cosine of the angle between its axis and $\mathbf R$ is $1/3$.

\section{Terms that restore an interaction}

\subsection{Cubic elasticity}

For a plane wave, equilibrium reads $k^2\Gamma_{ij}\tilde u_j=-iPk_i$. With $\hat{\mathbf k}=\mathbf k/k$, the cubic matrix is $\Gamma_{ii}=C_{11}\hat k_i^2+C_{44}(1-\hat k_i^2)$ (no sum) and $\Gamma_{ij}=(C_{12}+C_{44})\hat k_i\hat k_j$ for $i\ne j$. The transformed dilatation is $i\mathbf k\cdot\tilde{\mathbf u}=Pg$, with $g=\hat{\mathbf k}\cdot\Gamma^{-1}\hat{\mathbf k}$. Let $\bar g(t)$ be the mean of $g$ around $\hat{\mathbf R}$ at $\hat{\mathbf k}\cdot\hat{\mathbf R}=t$. Since $\int_0^\infty k^2\cos(kRt)\,dk=-\pi\delta''(t)/R^3$,
\begin{align}
E_{12}&=-\frac{P_1P_2}{8\pi^3}\,2\pi\int_{-1}^{1}\bar g(t)\left[-\frac{\pi\delta''(t)}{R^3}\right]dt\nonumber\\
&=\frac{P_1P_2}{4\pi R^3}\,\bar g''(0).
\end{align}
In an isotropic solid $g=1/M$ and the energy vanishes again.

\subsection{A free surface}

Let the solid fill $z>0$, with centre 1 at depth $d$. Put $\psi=1/r_2$, where $r_2$ is the distance from the image point at $z=-d$. The added field is
\begin{equation}
\mathbf u'=A[-(3-4\nu)\nabla\psi-2z\nabla\partial_z\psi+2(3-4\nu)\hat{\mathbf z}\partial_z\psi],
\end{equation}
with $\nu$ Poisson's ratio. Its divergence is $4(1-2\nu)A\partial_z^2\psi$. Since $\nabla^2\mathbf u'=-4A\nabla\partial_z^2\psi$ and $(\lambda+\mu)/\mu=1/(1-2\nu)$, equilibrium holds. At $z=0$ the source contributes $2A\partial_x\partial_z\psi$ to $\sigma_{xz}/\mu$ and $-2A\partial_z^2\psi$ to $\sigma_{zz}/\mu$. The added field contributes
\begin{align}
\sigma'_{xz}/\mu&=A[-(3-4\nu)-2+(3-4\nu)]\partial_x\partial_z\psi,\\
\sigma'_{zz}/\mu&=A[8\nu+2(1-4\nu)]\partial_z^2\psi,
\end{align}
which cancel them; $\sigma_{yz}$ follows by symmetry. With $s$ the sum of the two depths,
\begin{equation}
E_{12}=-4(1-2\nu)P_2A_1\left(\frac{3s^2}{r_2^5}-\frac1{r_2^3}\right).
\end{equation}
For like centres this energy is negative when their lateral distance $\rho$ is below $\sqrt2\,s$ and positive beyond. The lateral force changes sign elsewhere: at fixed depths the energy is proportional to $-(2s^2-\rho^2)/(s^2+\rho^2)^{5/2}$, whose derivative with respect to $\rho$ is proportional to $3\rho(4s^2-\rho^2)/(s^2+\rho^2)^{7/2}$, so the force is attractive for $\rho<2s$ and repulsive beyond.

\subsection{Modulus contrast and finite force shells}

Let the shear modulus differ by $\delta\mu$ in the volume $\Omega$ of a defect. At fixed forces $\Pi$ is stationary in $\mathbf u$, so its first-order change is the change of stored energy at unchanged strain. With the other defect's strain taken as uniform over $\Omega$, this is $\delta\mu\,\Omega\,\varepsilon_{ij}\varepsilon_{ij}=6\,\delta\mu\,\Omega A^2/R^6$. The cross term with the defect's own strain drops out for a spherical $\Omega$: that strain averages to an isotropic tensor, and the other strain is traceless.

A substitutional atom in silicon pushes on four neighbours at bond length $\ell$. Radial forces $3P/(4\ell)$ reproduce $P\delta_{ij}$. For two identical, equally oriented shells, exchanging them shows that $E_{12}(\mathbf R)=E_{12}(-\mathbf R)$. The $R^{-4}$ term contains three derivatives of the even function $G_{ij}$, is odd, and must vanish. The $R^{-3}$ term vanishes by \eqref{main}, so the expansion starts at $R^{-5}$. Atoms on opposite sublattices of silicon have inverted shells; this symmetry is then absent, and an $R^{-4}$ term remains in general directions.

\section{Two germanium atoms in silicon}

Take the following model inputs, chosen to resemble silicon and not meant as reference data: $C_{11},C_{12},C_{44}=166,64,80$ GPa, lattice constant $0.543$ nm, and $\Delta V=0.0025$ nm$^3$ per germanium atom. The Voigt average gives $\mu=68.4$ GPa; with $K=98.0$ GPa, $M=189.2$ GPa. Then
\begin{align}
P&=98.0\ \mathrm{GPa}\times0.0025\ \mathrm{nm^3}=1.53\ \mathrm{eV},\\
A&=\frac{98.0\times0.0025}{4\pi\times189.2}\ \mathrm{nm^3}=1.03\times10^{-4}\ \mathrm{nm^3}.
\end{align}
Two lattice constants away along $[100]$, $R=1.086$ nm, the displacement is $A/R^2=8.7\times10^{-5}$ nm and the radial strain is $-1.6\times10^{-4}$. An interaction of order $R^{-3}$ would have the scale
\begin{equation}
\frac{PA}{R^3}=\frac{1.53\times1.03\times10^{-4}}{1.086^3}\ \mathrm{eV}=0.12\ \mathrm{meV}.
\end{equation}

The isotropic point model gives zero instead. Outside cores of radius $0.235$ nm, the regions of positive and negative cross energy hold $+0.309$ and $-0.309$ meV; their sum, from direct quadrature, is below $10^{-8}$ of either. Six-force clusters with $h/R=0.01$ give $1.7\times10^{-4}$ meV, as the factor $14h^2/R^2$ predicts, and halving the arm from $0.02R$ divides the energy by $4.02$. The uniaxial second dipole gives $0.74$ meV.

Real silicon breaks the assumption of isotropy: its Zener ratio $2C_{44}/(C_{11}-C_{12})$ is $1.57$ for these constants. At the same $R$, treated as a continuous distance, cubic elasticity changes the zero to $-0.098$, $+0.044$ and $+0.099$ meV along $[100]$, $[110]$ and $[111]$. The lowest contributing cubic harmonic, $\sum_i\hat R_i^4-3/5$, would fix these in the ratio $1:-1/4:-2/3$, so higher harmonics matter here. The numerical shift on refinement is $1.5\times10^{-7}$ meV.

The other corrections, each taken alone in the isotropic model for the $[100]$ pair, are $-0.040$ meV from a free surface $1$ nm above both atoms, $-1.3\times10^{-4}$ meV from an assumed shear-modulus contrast of $-20\%$ (to first order in the contrast, both atoms counted, with $\Omega$ the atomic volume, one eighth of the cubic cell; the full response of a spherical inclusion would give $-1.5\times10^{-4}$ meV; both values take the other atom's strain as uniform over $\Omega$, and its variation there raises the first-order magnitude by about $8\%$), and $-0.092$ meV from the finite force shells. The last is close to the nominal $R^{-3}$ scale, so within the isotropic model the point description is a poor guide to the small remainder at this distance; at the same $R$ the shell term is $+0.20$ meV along $[110]$ and $-0.19$ meV along $[111]$. These corrections do not simply add to the cubic term: the same shells placed in the cubic medium give $-0.094$ meV in total along $[100]$, only $0.003$ meV from the cubic point value. All these terms are far below $kT=69$ meV at a growth temperature of $800$ K. They are continuum estimates, not a computed germanium pair energy: chemical and electronic interactions are omitted and have not been sized. At the bond length the radial strain formula already gives $-1.6\%$, where a continuum field can be no more than a rough description. The numerical output lists the remaining intermediate values.

\section*{Numbers as computed}
\begin{verbatim}
INPUTS (rough typical values)
C11, C12, C44 of Si: 166, 64, 80 GPa
lattice constant: 0.543 nm
relaxation volume of Ge: 0.0025 nm^3
growth temperature: 800 K
depth below surface: 1.0 nm
shear-modulus contrast: -20 %
ISOTROPIC MODEL
bulk modulus K: 98.0 GPa
shear modulus mu (Voigt): 68.4 GPa
lambda: 52.4 GPa
M = lambda + 2 mu: 189.2 GPa
Poisson ratio: 0.217
dipole strength P: 1.529 eV
field strength A: 1.030e-04 nm^3
volume P/M in infinite solid: 0.00129 nm^3
free-sphere volume change: 0.00250 nm^3
separation R: 1.086 nm
displacement at R: 8.737e-05 nm
radial strain at R: -1.609e-04
transverse strain at R: 8.045e-05
radial strain at bond length: -0.0159
energy scale P^2/(4 pi M R^3): 0.1230 meV
TESTS OF ZERO INTERACTION
six-force pair, arm/R = 0.02: 6.932e-04 meV
six-force pair, arm/R = 0.01: 1.725e-04 meV
residual ratio on halving arm: 4.018
excluded core radius: 0.2351 nm
positive cross energy: 0.3094 meV
negative cross energy: -0.3094 meV
|net|/positive below 1e-8: True
uniaxial second dipole, forces: 0.7384 meV
uniaxial second dipole, formula: 0.7382 meV
NEGLECTED EFFECTS AT THE SAME R
Zener ratio of Si: 1.569
cubic anisotropy, R along [100]: -0.0977 meV
cubic anisotropy, R along [110]: 0.0436 meV
cubic anisotropy, R along [111]: 0.0990 meV
largest numerical shift: 1.5e-07 meV
largest gap to Fourier integral: 3.4e-05 meV
free-surface image: -0.0399 meV
modulus contrast, both atoms: -1.33e-04 meV
finite force shell, [100]: -0.0922 meV
shell energy ratio, 16R to 32R: 31.97
kT: 68.9 meV
\end{verbatim}
